\section*{Surface Recombination with Band Bending and the Lifetime of a Wafer}

\section{Traps at the surface}

\textbf{Q:} People describe a semiconductor surface by one velocity $S$. Recombination at traps needs an electron and a hole, so why should it be proportional to one density?

\textbf{A:} In general it is not, and we should see when it becomes so. Take $N_t$ traps per unit area at one energy $E_t$, a fraction $f$ of them holding an electron. Let $n_s,p_s$ be the carrier densities at the surface and $c_n=\sigma_n v$, $c_p=\sigma_p v$ the capture coefficients, with cross-sections $\sigma$ and thermal velocity $v$. The net capture rates per area are
\begin{align}
R_n&=N_t[c_n n_s(1-f)-e_n f],\\
R_p&=N_t[c_p p_s f-e_p(1-f)].
\end{align}

\textbf{Q:} The emission rates $e_n,e_p$ look like two extra unknowns.

\textbf{A:} Detailed balance fixes them: in equilibrium each bracket vanishes separately. With Boltzmann carriers, trap degeneracy factors omitted and $E_i$ the intrinsic level,
\begin{equation}
\frac{1-f_0}{f_0}=e^{(E_t-E_F)/kT},\qquad n_{\rm eq}=n_i e^{(E_F-E_i)/kT}.
\end{equation}
Their product does not contain $E_F$, so
\begin{equation}
e_n=c_n n_1,\quad n_1=n_i e^{(E_t-E_i)/kT}.
\end{equation}
Likewise $e_p=c_p p_1$ with $p_1=n_i e^{-(E_t-E_i)/kT}$, hence $n_1p_1=n_i^2$. We assume that these coefficients keep their values out of equilibrium.

\textbf{Q:} And the occupancy?

\textbf{A:} In the steady state the trap charge is constant, so $R_n=R_p$. Collecting the terms in $f$ gives
\begin{equation}
f=\frac{c_n n_s+c_p p_1}{B},\qquad 1-f=\frac{c_n n_1+c_p p_s}{B},
\end{equation}
where $B=c_n(n_s+n_1)+c_p(p_s+p_1)$. Put this into $R_n$:
\begin{align}
U_s&=\frac{N_tc_n}{B}\left[n_s(c_nn_1+c_pp_s)-n_1(c_nn_s+c_pp_1)\right]\nonumber\\
&=\frac{N_tc_nc_p(n_sp_s-n_i^2)}{B},
\end{align}
because the terms $c_nn_sn_1$ cancel. Dividing above and below by $N_tc_nc_p$, and defining the capture velocities $s_n=N_tc_n$ and $s_p=N_tc_p$,
\begin{equation}
U_s=\frac{n_sp_s-n_i^2}{(n_s+n_1)/s_p+(p_s+p_1)/s_n}.
\label{srh}
\end{equation}
This is the Shockley--Read--Hall rate for a surface. When $n_i$, $n_1$ and $p_1$ are negligible, it reads $1/U_s=1/(s_nn_s)+1/(s_pp_s)$: the waiting times of the two captures add, so the slower capture governs.

\section{Band bending}

\textbf{Q:} Charge at the surface bends the bands. The densities in \eqref{srh} are then not those of the wafer.

\textbf{A:} We therefore refer $S$ to the inner edge of the space-charge layer, where the material is neutral. There $n_d=n_0+\Delta n$ and $p_d=p_0+\Delta n$, with equal excess densities by neutrality. Let $u$ be the electrostatic potential at the surface relative to this edge, times $q/kT$; positive $u$ attracts electrons. If the quasi-Fermi levels are flat across the layer,
\begin{equation}
n_s=n_de^u,\qquad p_s=p_de^{-u},\qquad n_sp_s=n_dp_d.
\end{equation}
Since $n_0p_0=n_i^2$, the numerator of \eqref{srh} is
\begin{equation}
(n_0+\Delta n)(p_0+\Delta n)-n_0p_0=\Delta n\,(n_0+p_0+\Delta n).
\end{equation}
A factor $\Delta n$ has come out, and $S\equiv U_s/\Delta n$ is
\begin{equation}
S=\frac{n_0+p_0+\Delta n}{(n_de^u+n_1)/s_p+(p_de^{-u}+p_1)/s_n}.
\label{S}
\end{equation}
It is a constant only where the remaining dependence on $\Delta n$, including that of $u$, is weak.

\textbf{Q:} Carriers flow to the surface. How can their quasi-Fermi levels be flat?

\textbf{A:} They are nearly flat if the layer conducts well. Suppose $u>0$, so that holes are repelled. Write $p=Pe^{-u(x)}$, with $x$ the depth; constant $P$ means a flat level. The hole flux towards the surface is $D_pe^{-u}\,dP/dx=U_s$. Subtracting what neutral material would need, the relative drop across the layer is
\begin{equation}
\frac{\Delta P}{p_d}=\frac{U_s}{D_pp_d}\int(e^{u(x)}-1)\,dx .
\end{equation}
Electrons are attracted and meet less resistance than in neutral material. For the strongly charged surface below, the hole drop is $3\times10^{-6}$.

\textbf{Q:} Does bending always help, since it repels one carrier?

\textbf{A:} No. The $u$-dependent part of the denominator in \eqref{S} is a sum of two positive terms whose product does not depend on $u$. At fixed $\Delta n$ the sum is least when they are equal:
\begin{equation}
e^{2u}=\frac{s_pp_d}{s_nn_d},
\end{equation}
\begin{equation}
S_{\max}=\frac{n_0+p_0+\Delta n}{2\sqrt{n_dp_d/(s_ns_p)}+n_1/s_p+p_1/s_n}.
\label{max}
\end{equation}
Between $u=0$ and this point, bending attracts the carrier whose capture is the slower, and $S$ rises. Beyond it $S$ falls, but since the sum is symmetric about its minimum, $S$ drops below its value at $u=0$ only past twice this $u$. Bending of the opposite sign lowers $S$ from the start.

\textbf{Q:} One does not set $u$ on a wafer. One has a coating with some charge.

\textbf{A:} Let the coating hold a fixed charge $qN_f$ per area, let the trap charge be negligible beside it, and let there be no gate, so that the field outside vanishes. Gauss's law gives a surface field $E_s=qN_f/\varepsilon$. In the layer the charge density is $q(p-n+n_d-p_d)$, which vanishes at the edge, so Poisson's equation reads
\begin{equation}
u''=\frac{q^2}{\varepsilon kT}\left[n_d(e^u-1)-p_d(e^{-u}-1)\right].
\end{equation}
Multiply by $u'$ and integrate from the edge, where $u=u'=0$:
\begin{equation}
\tfrac12u'^2=\frac{q^2}{\varepsilon kT}\left[n_d(e^u-1-u)+p_d(e^{-u}-1+u)\right].
\end{equation}
The field is $-(kT/q)u'$. At the surface, therefore,
\begin{equation}
\frac{(qN_f)^2}{2\varepsilon kT}=n_d(e^u-1-u)+p_d(e^{-u}-1+u),
\label{charge}
\end{equation}
with $u$ taking the sign of $N_f$.

\textbf{Q:} What does a large charge do?

\textbf{A:} Take a p-type wafer and positive charge. Once $n_s=n_de^u$ dominates the right side of \eqref{charge}, $n_s\simeq(qN_f)^2/(2\varepsilon kT)$. Holes are then scarce at the surface, and the term $n_s/s_p$ dominates \eqref{S}:
\begin{equation}
S\simeq s_p(n_0+p_0+\Delta n)\frac{2\varepsilon kT}{(qN_f)^2}.
\label{square}
\end{equation}
Strong negative charge makes $p_s$ large instead, and the same steps give \eqref{square} with $s_n$ in place of $s_p$. Within this classical model $S$ falls as the inverse square of the charge.

\section{Numbers for silicon}

\textbf{Q:} Let me see the rise and fall in a case.

\textbf{A:} Take p-type silicon at 300 K with rough, typical parameters: $p_0=10^{16}$ cm$^{-3}$, $n_i=10^{10}$ cm$^{-3}$, midgap traps with $N_t=10^{10}$ cm$^{-2}$, $\sigma_n=10^{-14}$ cm$^2$, $\sigma_p=10^{-15}$ cm$^2$ and $v=10^7$ cm/s. Then $s_n=10^{10}\times10^{-14}\times10^7=1000$ cm/s and $s_p=100$ cm/s. Let $\Delta n=10^{14}$ cm$^{-3}$. Without charge,
\begin{equation}
S=\frac{1.01\times10^{16}}{10^{14}/100+1.01\times10^{16}/1000}=910\ \mathrm{cm/s}.
\end{equation}
The small $n_1$ and $p_1$ do not matter here. With charge, \eqref{charge} and \eqref{S} give
\begin{center}
\begin{tabular}{cccc}
$N_f$ (cm$^{-2}$) & $u$ & $S$ (cm/s) & $S$ at $\Delta n=10^{13}$\\
0 & 0 & 910 & 990\\
$10^{11}$ & 3.61 & 270 & 1906\\
$3\times10^{11}$ & 7.62 & 4.97 & 5.53\\
$10^{12}$ & 10.27 & 0.348 & 0.348
\end{tabular}
\end{center}
where the last column is for $\Delta n$ in cm$^{-3}$. At $\Delta n=10^{14}$ cm$^{-3}$ the maximum \eqref{max} is 1589 cm/s, at $u=1.16$ and $N_f=4.0\times10^{10}$ cm$^{-2}$. A weak positive charge is thus worse than none in this model. The neglected trap charge, which can reach $10^{10}$ cm$^{-2}$, is not small beside so weak a fixed charge, so this $N_f$ is only rough. It also matters in the first two rows: traps that are negative when full would raise 270 to about 420 cm/s and, at the lower injection, 1906 to about 2970 cm/s; traps that are positive when empty would raise 910 to about 1080 cm/s and 990 to about 1260 cm/s. As a test of \eqref{charge}, Poisson's equation was also solved on a grid for $N_f=10^{11}$, $10^{12}$ and $-3\times10^{11}$ cm$^{-2}$; the values of $u$ differed by less than $5\times10^{-6}$.

\textbf{Q:} In the second row $S$ rises sevenfold when the injection falls tenfold. That is no constant.

\textbf{A:} It is not, and a single surface lifetime does not exist there. At $N_f=10^{11}$ cm$^{-2}$ the charge is balanced mostly by acceptors, so $u$ rises only by about 0.3 when $n_d$ falls tenfold, and $n_s=n_de^u$ falls about sevenfold. Since $n_s/s_p$ is the larger term in the denominator, $S$ rises. At $10^{12}$ cm$^{-2}$ the coating charge itself pins $n_s$, and $S$ stays put.

\textbf{Q:} How good is the inverse-square law at that charge?

\textbf{A:} It gives 0.338 cm/s, 3\% below the 0.348 of \eqref{S}. The acceptors balance part of the charge: their term in \eqref{charge} is about $p_d(u-1)=9.4\times10^{16}$ cm$^{-3}$, which is 3\% of $n_s=2.90\times10^{18}$ cm$^{-3}$.

\section{The wafer as an eigenvalue problem}

\textbf{Q:} Suppose $S$ is constant. What decay time does a wafer show?

\textbf{A:} Let the wafer occupy $|x|\le W/2$, where $x$ is now measured from its middle, with the same $S$ on both faces and a uniform bulk lifetime $\tau_b$. In low injection the excess obeys
\begin{equation}
\partial_t\Delta n=D\,\partial_x^2\Delta n-\Delta n/\tau_b,
\end{equation}
with $D$ the minority diffusivity. The space-charge layers are thin, so the flux into the right face is $-D\,\partial_x\Delta n=S\Delta n$ at $x=W/2$, and the left face mirrors it. Try $\Delta n=e^{-t/\tau}\cos\alpha x$. The equation gives
\begin{equation}
\frac1\tau=\frac1{\tau_b}+\frac1{\tau_s},\qquad \frac1{\tau_s}=D\alpha^2,
\end{equation}
and the boundary gives $D\alpha\sin(\alpha W/2)=S\cos(\alpha W/2)$. With $z=\alpha W/2$,
\begin{equation}
z\tan z=h,\qquad h=\frac{SW}{2D},\qquad \tau_s=\frac{W^2}{4Dz^2}.
\label{eig}
\end{equation}

\textbf{Q:} Which root, and what about sine modes?

\textbf{A:} On $0<z<\pi/2$ the function $z\tan z$ rises from 0 to infinity, so there is one root, the slowest cosine mode. A mode $\sin\alpha x$ needs $z\cot z=-h<0$, hence $z>\pi/2$: it decays faster. An imaginary $\alpha=i\kappa$ would require $-\kappa\tanh(\kappa W/2)=S/D$ for an even mode or $-\kappa\coth(\kappa W/2)=S/D$ for an odd one, and both are impossible for positive $S$.

\textbf{Q:} Now the limits.

\textbf{A:} For $h\ll1$, $\tan z\simeq z$ and $z^2\simeq h$, so
\begin{equation}
\tau_s\simeq\frac{W^2}{4D}\,\frac{2D}{SW}=\frac{W}{2S}.
\end{equation}
The density is nearly flat, and a content $W\Delta n$ per area drains through two faces at the rate $2S\Delta n$. For $h\gg1$, $z\to\pi/2$ and
\begin{equation}
\tau_s\simeq\frac{W^2}{\pi^2D}.
\end{equation}
The surface now takes whatever arrives, and diffusion sets the time.

\textbf{Q:} Suppose I just add the two. Is that more than interpolation?

\textbf{A:} It is an upper bound. By \eqref{eig}, $W/(2S)=W^2/(4Dh)=(W^2/4D)\cot z/z$. Subtracting this from $\tau_s$ gives the identity
\begin{equation}
\tau_s=\frac{W}{2S}+\frac{W^2}{4D}\,g(z),\qquad g(z)=\frac{1-z\cot z}{z^2}.
\end{equation}
The logarithmic derivative of $\sin z=z\prod_k(1-z^2/k^2\pi^2)$, multiplied by $z$, is
\begin{equation}
z\cot z=1-\sum_{k=1}^\infty\frac{2z^2}{k^2\pi^2-z^2}.
\end{equation}
Hence $g=2\sum_k(k^2\pi^2-z^2)^{-1}$. Every term grows with $z$ on $(0,\pi/2)$, so $g$ rises from $(2/\pi^2)\sum_k k^{-2}=1/3$ to $g(\pi/2)=4/\pi^2$. Therefore
\begin{equation}
\frac W{2S}+\frac{W^2}{12D}\le\tau_s\le\frac W{2S}+\frac{W^2}{\pi^2D}.
\label{bounds}
\end{equation}
For small $S$ the correction to $W/(2S)$ is thus $W^2/(12D)$, not $W^2/(\pi^2D)$. Over 41 values of $S$ spaced logarithmically from $10^2$ to $10^6$ cm/s, with $W$ and $D$ as below, the sum exceeded $\tau_s$ by at most 5.1\% of $\tau_s$.

\textbf{Q:} Does a real pulse excite this mode alone?

\textbf{A:} No. For a uniform start of unit density the amplitude of the first mode follows by projection, since modes with the same boundary condition are orthogonal:
\begin{equation}
a=\frac{\int\cos\alpha x\,dx}{\int\cos^2\alpha x\,dx}=\frac{2\sin z}{z+\sin z\cos z}.
\end{equation}
The mean of $\cos\alpha x$ over the wafer is $\sin z/z$, so the mode carries the share $2\sin^2z/[z(z+\sin z\cos z)]$ of the initial mean density. The share tends to 1 for small $z$ and to $8/\pi^2$ at $z=\pi/2$.

\section{Three wafers}

\textbf{Q:} Put in numbers.

\textbf{A:} Let $W=200\ \mu$m, $D=30$ cm$^2$/s and $\tau_b=1000\ \mu$s. The diffusion time $W^2/(\pi^2D)$ is $4\times10^{-4}/(9.87\times30)$ s $=1.35\ \mu$s for all three.

Without charge, $S=910$ cm/s and $h=0.303$. Then $W/(2S)=0.02/1820$ s $=10.99\ \mu$s. The root $z=0.5244$ gives $\tau_s=12.12\ \mu$s, between the bounds 12.10 and 12.34 of \eqref{bounds}. With the bulk the decay time is $11.98\ \mu$s. Here $S$ is treated as fixed, though the table shows it drifting by 9\% over a decade of injection.

With $N_f=10^{12}$ cm$^{-2}$, $S=0.348$ cm/s and $\tau_s=W/(2S)=28.7$ ms. In this model, which ignores carriers stored in the space-charge layer, the decay time is $966\ \mu$s, and the surface supplies just 3.4\% of the total rate. To extract $S$ from such a decay one must know $\tau_b$ to much better than 3\%, and one must also correct for that storage, discussed at the end.

For a bare surface I choose $S=10^5$ cm/s, so $h=33.3$ and $\tau_s=1.43\ \mu$s. An infinite $S$ would give $1.35\ \mu$s, so this measurement hardly distinguishes large values of $S$. The first mode holds 83\% of a uniform start. The second even mode decays in $0.16\ \mu$s, nine times faster, so the pure exponential appears soon.

\textbf{Q:} How far would you trust 0.348 cm/s for a real coated wafer?

\textbf{A:} As an order of magnitude for these parameters. A charge near $10^{12}$ cm$^{-2}$ is of the size found in silicon nitride coatings, but real interfaces have traps spread in energy, with cross-sections that vary, and $S$ scales with the trap density at fixed charge, as long as the charge in the traps stays negligible. A further doubt concerns the classical electron density at the wall. The surface field is 0.155 MV/cm. In a triangular well with that field and a mass of 0.92 electron masses, the lowest level lies 50 meV above the band edge at the wall, or $1.9\,kT$. The electrons themselves weaken the field further in, so the real level is somewhat lower. The electron wave is pushed away from the surface, so the same charge needs more bending. The traps stay full, and $S\simeq s_pp_s/\Delta n$ is set by the holes; with $p_s=p_de^{-u}$, the larger $u$ lowers it. The classical $S$ is thus probably too high. The shift is not computed here, but each extra $kT$ of bending divides $S$ by $e$, so an error of a factor of a few is possible.

\textbf{Q:} And the smaller effects?

\textbf{A:} At this charge and injection, bulk recombination inside the space-charge layer adds 0.024 cm/s, or 7\% of $S$, for midgap bulk traps with the assumed $\tau_b$ as the lifetime of both carriers. At $\Delta n=10^{13}$ cm$^{-3}$ it adds about 0.08 cm/s, so the total is less constant than the last row of the table suggests. Degeneracy corrects the carrier statistics by about 4\%, and the trap charge is at most 1\% of the fixed charge. The layer, counted from the surface to where $u=0.1$, is 219 nm wide, thin against the wafer. Its stored charge acts like $1.35\ \mu$m of extra wafer per face, against a half-thickness of $100\ \mu$m, and, since the bulk and the surface must both remove these extra carriers, it lengthens the whole decay time by about 1.4\%, from 966 to about $979\ \mu$s. That is about 40\% of the surface's 3.4\% share, so it is not small when $S$ is extracted from the decay. The storage length grows nearly as $1/\Delta n$: at $\Delta n=10^{13}$ cm$^{-3}$ it is about $11\ \mu$m, and the decay time, about $1070\ \mu$s, exceeds $\tau_b$. At 350 K, with cross-sections, charge and injection held fixed, $S$ rises to 0.441 cm/s, mainly through the factor $Tv\propto T^{3/2}$ in \eqref{square}.

\section*{Computed values}
\begin{verbatim}
p-type Si, rough typical parameters
T = 300 K, kT/q = 25.85 mV, eps_r = 11.7
NA = 1.0e+16 cm^-3, n_i = 1.0e+10 cm^-3, dn = 1.0e+14 cm^-3
trap density = 1.0e+10 cm^-2, v_th = 1.0e+07 cm/s
sigma_n = 1.0e-14 cm^2, sigma_p = 1.0e-15 cm^2
s_n = 1000 cm/s, s_p = 100 cm/s
W = 200 um, D = 30 cm^2/s, tau_bulk = 1000 us
Nf(cm^-2)  u     n_s(cm^-3) p_s(cm^-3) S(cm/s)  S at dn=1e13 cm^-3
0.0e+00   0.00  1.00e+14  1.01e+16   909.901   990.098
1.0e+11   3.61  3.71e+15  2.72e+14   270.372  1905.654
3.0e+11   7.62  2.03e+17  4.97e+12     4.970     5.525
1.0e+12  10.27  2.90e+18  3.48e+11     0.348     0.348
maximum S = 1589 cm/s at u = 1.16, Nf = 4.03e+10 cm^-2
inverse-square law at Nf=1e12 cm^-2: S = 0.338 cm/s
largest Poisson check deviation in u = 4.2e-06
Wafers (times in us)
uncharged: S = 909.9 cm/s, SW/(2D) = 0.303, z = 0.5244
  W/(2S) = 10.99, W^2/(pi^2 D) = 1.351, sum = 12.34
  lower bound = 12.1, exact tau_s = 12.12
  with bulk: tau_eff = 11.98
  first-mode share = 0.9982, second even mode tau = 0.319
charged: S = 0.3484 cm/s, SW/(2D) = 0.000116, z = 0.0108
  W/(2S) = 2.87e+04, W^2/(pi^2 D) = 1.351, sum = 2.87e+04
  lower bound = 2.87e+04, exact tau_s = 2.87e+04
  with bulk: tau_eff = 966.3
  first-mode share = 1.0000, second even mode tau = 0.338
bare: S = 1e+05 cm/s, SW/(2D) = 33.3, z = 1.5251
  W/(2S) = 0.1, W^2/(pi^2 D) = 1.351, sum = 1.451
  lower bound = 1.211, exact tau_s = 1.433
  with bulk: tau_eff = 1.431
  first-mode share = 0.8332, second even mode tau = 0.159
largest excess of the sum over exact tau_s = 5.1 %
Neglected effects at Nf = 1e12 cm^-2
trap charge / fixed charge, at most = 1.0 %
layer width (to u = 0.1) = 219 nm
relative hole drop across layer = 3.0e-06
bulk recombination in layer adds to S: 0.024 cm/s
storage length per face = 1.35 um (W/2 = 100 um)
degeneracy correction n_s/(sqrt(8) Nc) = 3.7 %
surface field = 0.155 MV/cm
confinement energy = 50 meV = 1.94 kT
quantum mean depth = 2.16 nm, kT/(q field) = 1.67 nm
at 350 K: n_i = 2.8e+11 cm^-3, S = 0.441 cm/s
\end{verbatim}
